# Mean-field capture number of an island one screening length in radius

## Problem

Atoms are deposited on a flat surface at a rate \(F\) per unit area and time. They diffuse as adatoms with diffusion coefficient \(D\) until something captures them. One immobile circular island of radius \(R\) is singled out. All other sinks are smeared into a uniform medium, which begins at the island's edge and removes each adatom at the rate \(D/\xi^2\). This is the mean-field assumption, and \(\xi\) is the screening length.

Every adatom that reaches the island's edge attaches for good, so the adatom density obeys \(n(R)=0\). Nothing evaporates, and the density is steady. If \(J\) is the number of adatoms per unit time that reach the edge from outside, the capture number \(\sigma\) is defined by

\[
J = D\,\sigma\,n_\infty ,
\]

where \(n_\infty\) is the density far from the island. Mean-field theory identifies it with the mean adatom density on the free surface. Since \(J\) is a rate, \(D\) an area per time and \(n_\infty\) an inverse area, \(\sigma\) is a pure number. Atoms that land on top of the island are not counted in \(J\).

Find \(\sigma\) for \(R=\xi\).

## A tempting solution

The density is zero at the edge and recovers to \(n_\infty\) over a distance of about \(\xi\). Near the edge one writes the balance along the outward normal,

\[
D\,n'' - \frac{D}{\xi^2}\,n + F = 0 ,
\]

whose bounded solution with \(n(R)=0\) is

\[
n = n_\infty\left[1-e^{-(r-R)/\xi}\right],\qquad n_\infty=\frac{F\xi^2}{D}.
\]

The slope at the edge is \(n_\infty/\xi\). Multiplying the diffusion current \(D n_\infty/\xi\) by the perimeter \(2\pi R\) gives

\[
J = 2\pi R\,\frac{D n_\infty}{\xi}
\quad\Longrightarrow\quad
\sigma = \frac{2\pi R}{\xi} = 2\pi \approx 6.28 .
\]

## Where it fails

The perimeter is that of a circle, but the density is that of a straight edge. In two dimensions a radially symmetric density has the Laplacian \(n''+n'/r\), and the second term has been dropped.

To see its size, consider the deficit \(u=n_\infty-n\), which in the solution above is \(n_\infty e^{-(r-R)/\xi}\). The kept term is \(u''=u/\xi^2\), and the dropped one has magnitude \(|u'|/r=u/(\xi r)\). Their ratio is \(\xi/r\), which equals 1 at the edge when \(R=\xi\). The neglect is justified for \(R\gg\xi\), not here.

## Solution

**The density.** The full balance outside the island is

\[
D\left(n''+\frac{n'}{r}\right)-\frac{D}{\xi^2}\,n+F=0 .
\]

Far away the derivatives vanish, which again gives \(n_\infty=F\xi^2/D\). Inserting \(n=n_\infty-u\) cancels the constant terms. With \(s=r/\xi\) and primes now denoting derivatives with respect to \(s\),

\[
u''+\frac{u'}{s}-u=0 .
\]

A decaying solution is the modified Bessel function

\[
K_0(s)=\int_0^\infty e^{-s\cosh t}\,dt .
\]

To verify this, differentiate under the integral. Each derivative brings down a factor \(-\cosh t\), so

\[
K_0''+\frac{K_0'}{s}-K_0
=\int_0^\infty\left(\cosh^2 t-\frac{\cosh t}{s}-1\right)e^{-s\cosh t}\,dt .
\]

Since \(\cosh^2t-1=\sinh^2t\), and

\[
\frac{d}{dt}\left[\sinh t\;e^{-s\cosh t}\right]
=\left(\cosh t-s\sinh^2t\right)e^{-s\cosh t},
\]

the integrand is \(-1/s\) times this derivative. The bracket vanishes at \(t=0\) and as \(t\to\infty\), so the integral is zero.

For large \(s\) only small \(t\) matters. Then \(\cosh t\approx1+t^2/2\), and \(K_0\approx e^{-s}\sqrt{\pi/(2s)}\). A second independent solution is \(K_0\int ds/(sK_0^2)\), as follows from the ansatz \(u=K_0w\). It grows like \(e^{s}/\sqrt{s}\) and is excluded, because \(u\) must vanish far away. Hence \(u\) is a multiple of \(K_0\), and the condition \(u=n_\infty\) at \(r=R\) fixes the factor:

\[
n(r)=n_\infty\left[1-\frac{K_0(r/\xi)}{K_0(R/\xi)}\right].
\]

**The flux.** Define

\[
K_1(s)=-K_0'(s)=\int_0^\infty\cosh t\;e^{-s\cosh t}\,dt .
\]

The density rises outward, so adatoms flow inward at the rate

\[
J=2\pi R\,D\left.\frac{dn}{dr}\right|_{R}
=2\pi R\,D\,\frac{n_\infty}{\xi}\,\frac{K_1(R/\xi)}{K_0(R/\xi)} .
\]

The factor \(1/\xi\) comes from \(d/dr=\xi^{-1}d/ds\), and the two minus signs cancel. Dividing by \(Dn_\infty\) gives

\[
\sigma=2\pi x\,\frac{K_1(x)}{K_0(x)},\qquad x=\frac{R}{\xi}.
\]

**The number.** At \(x=1\) both integrals can be done by hand with the trapezoidal rule. With step 0.5 the ordinates are:

| \(t\) | \(e^{-\cosh t}\) | \(\cosh t\,e^{-\cosh t}\) |
|---|---|---|
| 0.0 | 0.367879 | 0.367879 |
| 0.5 | 0.323801 | 0.365126 |
| 1.0 | 0.213722 | 0.329790 |
| 1.5 | 0.095140 | 0.223807 |
| 2.0 | 0.023233 | 0.087406 |
| 2.5 | 0.002172 | 0.013317 |
| 3.0 | 0.000042 | 0.000427 |
| 3.5 | 0.000000 | 0.000001 |

The first row counts half, being an end point. The weighted sums are 0.84205 and 1.20381, and multiplication by the step gives

\[
K_0(1)=0.42102,\qquad K_1(1)=0.60191 .
\]

Standard library routines for the Bessel functions give the same digits. Therefore

\[
\sigma=2\pi\times\frac{0.60191}{0.42102}=6.2832\times1.4296\approx 8.98 .
\]

A direct numerical solution of the radial diffusion equation, with a zero-flux boundary placed \(25\,\xi\) beyond the edge, also gives 8.98.

## What curvature does

The ratio \(K_1/K_0\) is the factor missing from the tempting solution. It is the average of \(\cosh t\) with the positive weight \(e^{-x\cosh t}\), and since \(\cosh t\ge1\), it exceeds 1 for every \(x\). In this model a convex circular edge therefore collects more per unit length than a straight one. At \(R=\xi\) the straight-edge value is too low by 30% of the correct one.

For a large island the weight is concentrated near \(t=0\) and becomes proportional to \(e^{-xt^2/2}\). Then \(\langle t^2\rangle\approx1/x\), so that

\[
\frac{K_1(x)}{K_0(x)}\approx1+\frac{\langle t^2\rangle}{2}=1+\frac{1}{2x}.
\]

At \(x=20\) this gives 1.0250, against 1.0247 from the numerical solution. The straight-edge argument is thus the correct leading term for \(R\gg\xi\).

For a small island, substitute \(v=x\sinh t\). Then

\[
xK_1(x)=\int_0^\infty e^{-\sqrt{x^2+v^2}}\,dv\to1,
\qquad
K_0(x)=\int_0^\infty\frac{e^{-\sqrt{x^2+v^2}}}{\sqrt{x^2+v^2}}\,dv ,
\]

and the second integral grows as \(\ln(1/x)\). Hence \(\sigma\approx2\pi/K_0(x)\), which falls to zero only logarithmically. At \(x=0.1\) the full formula gives 2.55, while the straight-edge estimate gives 0.63.

## A worked case and a balance

Take the round values \(R=\xi=10\) nm, \(D=10^5\ \mathrm{nm^2/s}\) and \(F=0.1\ \mathrm{nm^{-2}\,s^{-1}}\). Then

\[
n_\infty=\frac{0.1\times10^2}{10^5}=1.0\times10^{-4}\ \mathrm{nm^{-2}},
\qquad
J=10^5\times8.983\times10^{-4}=89.8\ \mathrm{s^{-1}} .
\]

Another \(F\pi R^2=31.4\) atoms per second land on top of the island. At \(r=2\xi\), one screening length from the edge, the density has recovered to 73% of \(n_\infty\).

The flux can be confirmed by conservation. Per unit area, deposition exceeds the loss to the medium by \(F-Dn/\xi^2=(D/\xi^2)(n_\infty-n)\), and in the steady state this surplus must reach the island. For \(R=\xi\),

\[
J=\frac{D}{\xi^2}\int_R^\infty(n_\infty-n)\,2\pi r\,dr
=\frac{2\pi Dn_\infty}{K_0(1)}\int_1^\infty sK_0(s)\,ds .
\]

The differential equation can be written \((sK_0')'=sK_0\), so the last integral is \(\left[sK_0'\right]_1^\infty=K_1(1)\). This reproduces \(J=Dn_\infty\,2\pi K_1(1)/K_0(1)\).

## When the mean-field number can be trusted

So far \(\xi\) has been prescribed. Suppose now that the other sinks are islands identical to the first, with number density \(N\) and coverage \(\theta=N\pi R^2\). Atoms landing on the free surface must all be captured at edges:

\[
F(1-\theta)=NJ=N\sigma F\xi^2 .
\]

With \(R=\xi\), \(N\xi^2=\theta/\pi\), so

\[
\theta=\frac{\pi}{\pi+\sigma}=\frac{3.142}{3.142+8.983}=0.26 .
\]

A quarter of the surface is then covered, and neighbouring islands are not a distant, featureless medium. To see how much their arrangement matters, take the extreme of regular spacing, which a closed cell represents: keep \(R\), \(F\), \(D\) and \(\theta\) fixed, but centre each island in its own circular cell of radius \(L=R/\sqrt\theta=19.6\) nm. No adatoms cross the cell boundary, and there are no other sinks. Integrating \((rn')'=-Fr/D\) with \(n'(L)=0\) and \(n(R)=0\) gives

\[
rn'=\frac{F}{2D}(L^2-r^2),\qquad
n=\frac{F}{2D}\left[L^2\ln\frac rR-\frac{r^2-R^2}{2}\right].
\]

The mean density \(\bar n\) on the free area requires two integrals from \(R\) to \(L\):

\[
\int r\ln\frac rR\,dr=\frac{L^2}{2}\ln\frac LR-\frac{L^2-R^2}{4},
\qquad
\int r(r^2-R^2)\,dr=\frac{(L^2-R^2)^2}{4}.
\]

With \(R^2=\theta L^2\) and \(\ln(L/R)=-\tfrac12\ln\theta\), dividing \(\int2\pi rn\,dr\) by \(\pi L^2(1-\theta)\) yields

\[
\bar n=\frac{FL^2}{4D(1-\theta)}\left[-\ln\theta-\frac{(1-\theta)(3-\theta)}{2}\right].
\]

The island collects \(J=F\pi L^2(1-\theta)\), so its capture number relative to \(\bar n\) is

\[
\sigma_{\rm cell}=\frac{J}{D\bar n}
=\frac{4\pi(1-\theta)^2}{-\ln\theta-\tfrac12(1-\theta)(3-\theta)}\approx20.6 ,
\]

which is 2.3 times the mean-field value. Both pictures have the same flux per island, since both obey the same global balance. They differ in the density to which this flux is referred. In the mean-field picture it is \(n_\infty\), which is taken as the mean density; in the cell it is the actual mean \(\bar n\), which is 2.3 times lower than \(n_\infty\). The value 8.98 therefore belongs to the uniform-medium model, and 20.6 to regularly spaced islands. The gap is not peculiar to high coverage. At \(\theta=0.01\) the same balance, \((1-\theta)\pi x^2=\theta\sigma(x)\), gives \(x=0.089\) and \(\sigma=2.44\), while the cell formula gives 3.94, still 1.6 times larger. What matters most is how the islands are arranged. Random walks among randomly placed, non-overlapping discs at \(\theta=0.26\) give a capture number between 9 and 10, close to the mean-field value, while a hexagonal lattice of discs gives about 20.7, close to the cell value. The mean-field number is therefore a fair estimate for randomly placed islands and too low for regularly spaced ones.

For a real surface with roughly ten sites per \(\mathrm{nm^2}\), the chosen \(F\) is about a hundredth of a monolayer per second, a plausible rate for slow epitaxial deposition. The diffusion coefficient varies by orders of magnitude with material and temperature, but at fixed \(R/\xi\) it does not enter \(\sigma\). Real islands need be neither circular nor regularly spaced, and their edges may resist attachment. If the edge accepts adatoms at the finite rate \(k\,n(R)\) per unit length, linearity gives \(J=D\sigma[n_\infty-n(R)]=2\pi Rk\,n(R)\). Eliminating \(n(R)\) leads to

\[
\frac1{\sigma_k}=\frac1\sigma+\frac{D}{2\pi Rk}.
\]

For \(D/k=R=\xi\) the capture number drops from 8.98 to about 3.7. Perfect absorption is a good approximation only when \(D/k\ll2\pi R/\sigma\), so that the second term is small compared with the first.

## Numbers as computed

```
island radius R = 10.0 nm, screening length xi = 10.0 nm
diffusion coefficient D = 1.0e+05 nm^2/s
deposition rate F = 0.10 nm^-2 s^-1
far density n_far = 1.000e-04 nm^-2
trapezoidal terms: t, weight, exp(-cosh t), cosh t exp(-cosh t)
  0.0  0.5  0.36787944  0.36787944
  0.5  1.0  0.32380106  0.36512648
  1.0  1.0  0.21372169  0.32978980
  1.5  1.0  0.09513964  0.22380739
  2.0  1.0  0.02323267  0.08740586
  2.5  1.0  0.00217160  0.01331690
  3.0  1.0  0.00004243  0.00042717
  3.5  1.0  0.00000006  0.00000105
K0(1), trapezoidal rule = 0.421024
K1(1), trapezoidal rule = 0.601907
K0(1), library = 0.421024
K1(1), library = 0.601907
curvature enhancement K1(1)/K0(1) = 1.42963
straight-edge value 2 pi = 6.28319
capture number sigma at R = xi: 8.9826
capture number, diffusion equation solved: 8.9825
n(2 xi)/n_far = 0.7295
n(2 xi) = 7.295e-05 nm^-2
edge flux J = 89.83 atoms/s
edge flux, diffusion equation solved = 89.83 atoms/s
direct hits on island top = 31.42 atoms/s
capture number at R/xi = 0.1: 2.551
capture number at R/xi = 0.5: 5.629
capture number at R/xi = 2.0: 15.432
numerical enhancement at R/xi = 20: 1.0247
1 + 1/(2x) at the same ratio: 1.0250
self-consistent coverage theta = 0.2591
island density N = 8.248e-04 nm^-2
cell radius L = 19.645 nm
cell capture number, formula = 20.58
cell capture number, equation solved = 20.58
ratio cell / mean-field = 2.29
```
